# Why a collinear Bethe-Salpeter calculation misses the singlets of an e² centre

**The argument under review.** A centre with a threefold axis and a mirror plane containing it has a filled level $a$ and, above it, a degenerate $e$ shell holding two electrons. Its ground state is a spin triplet. The argument runs as follows: "We solve the Bethe-Salpeter equation (BSE) on the spin-polarised ground state. Electron-hole pairs of both spins are included, with exchange and screened attraction. In a closed-shell system the same ingredients produce singlet and triplet excitons. The roots therefore contain all multiplets of the open shell, and any that seem to be missing will appear when more bands are included."

**Assessment.** The closed-shell observation is correct, but it does not carry over. The objection concerns the space in which the equation is solved, so neither a better kernel nor more bands can meet it.

I assume no spin-orbit coupling, a collinear reference, real orbitals common to both spins, a static screened interaction $W$ and, for explicit matrices, the Tamm-Dancoff approximation. "Collinear BSE" means the usual spin-conserving channel. The bare interaction is $v$, and $(pq|rs)$ is the repulsion between the densities $pq$ and $rs$.

## Where the analogy breaks

In a closed shell the pairs $i\uparrow\to a\uparrow$ and $i\downarrow\to a\downarrow$ both start from a state with $M_S=0$. Their two combinations are the singlet and the $M_S=0$ component of the triplet.

Here the reference is $|a\uparrow a\downarrow x\uparrow y\uparrow|$, with $M_S=1$. The operator $c^\dagger_{a\sigma}c_{i\sigma}$ removes and creates the same spin, so it commutes with $S_z$, and every state it produces again has $M_S=1$. Since $|M_S|\le S$, such a state has $S\ge1$ and is orthogonal to every singlet.

The form of the kernel was not used. Coupling to de-excitations, or a frequency-dependent kernel that conserves $S_z$, leaves the conclusion intact. More bands add more states with $M_S=1$.

The calculation is not thereby wrong about absorption. The electric dipole operator does not act on spin, so without spin-orbit coupling the singlets are dark from the triplet. The error lies in reading an absorption spectrum as a complete list of levels.

## What the shell contains

The filled $a$ level and the one-electron terms shift all $e^2$ determinants equally. The differences come from

$$U=(xx|xx)=(yy|yy),\quad U'=(xx|yy),\quad K=(xy|xy).$$

The triplet determinant $|x\uparrow y\uparrow|$ has energy $U'-K$. There are four determinants with $M_S=0$:

- $|x\uparrow y\downarrow|$ and $|y\uparrow x\downarrow|$ have energy $U'$ and coupling $(xy|yx)=K$. Their difference is the triplet at $U'-K$; their sum is a singlet at $U'+K$.
- $|x\uparrow x\downarrow|$ and $|y\uparrow y\downarrow|$ have energy $U$ and coupling $K$. They give singlets at $U-K$ and $U+K$.

The two groups do not mix, because the integrals involved contain an odd number of factors $y$ and change sign under the mirror $y\to-y$.

Threefold symmetry relates the integrals. A rotation of $(x,y)$ by $120^\circ$ rotates the densities $D_1=xx-yy$ and $D_2=2xy$ into each other by $240^\circ$. The symmetric matrix $(D_i|D_j)$ must commute with that rotation, so it is a multiple of the unit matrix. Equating its diagonal elements gives

$$2U-2U'=4K\quad\Rightarrow\quad U-U'=2K.$$

Hence $U'+K=U-K$, and these two singlets form $^1E$. Measured from the triplet $^3A_2$, the levels of the isolated shell are

$$^3A_2:\ 0,\qquad {}^1E:\ 2K\ \text{(twice)},\qquad {}^1A_1:\ 4K.$$

## The channel that does reach them

A spin flip $i\uparrow\to a\downarrow$ lowers $M_S$ from 1 to 0. The four flips within the shell create precisely the four determinants above. For general pairs the BSE matrix is

$$A_{i\sigma a\tau,\,j\sigma' b\tau'}=\delta_{ij}\delta_{ab}\delta_{\sigma\sigma'}\delta_{\tau\tau'}(\varepsilon_{a\tau}-\varepsilon_{i\sigma})+\delta_{\sigma\tau}\delta_{\sigma'\tau'}(ia|jb)_v-\delta_{\sigma\sigma'}\delta_{\tau\tau'}(ij|ab)_W .$$

The $v$ term describes a pair that recombines and creates another pair. The Coulomb interaction conserves spin at each vertex, so this term vanishes for flips. Only the screened attraction remains.

The quasiparticle energies are taken in static screened exchange with the same $W$. The Hartree term and the local Coulomb-hole term are equal for both spins. An electron in $x\uparrow$ has exchange with $a\uparrow$, $x\uparrow$ and $y\uparrow$; one in $x\downarrow$ has it with $a\downarrow$ alone. The $a$ contributions cancel in the difference:

$$\Delta=\varepsilon_{e\downarrow}-\varepsilon_{e\uparrow}=U_W+K_W .$$

The subscript means that $W$ replaces $v$ in the integral. The triplet density has the full symmetry of the centre, so $W$ built from it has that symmetry too, and $U_W-U'_W=2K_W$.

For the flips $x\to x$ and $y\to y$, the diagonal element is $\Delta-U_W=K_W$ and the coupling is $-(xy|xy)_W=-K_W$. For $x\to y$ and $y\to x$, the diagonal element is $\Delta-U'_W=U_W-U'_W+K_W=3K_W$ and the coupling is again $-K_W$. Mirror symmetry separates the blocks:

$$\begin{pmatrix}K_W&-K_W\\-K_W&K_W\end{pmatrix},\qquad
\begin{pmatrix}3K_W&-K_W\\-K_W&3K_W\end{pmatrix}.$$

Their roots are $0,2K_W$ and $2K_W,4K_W$. The zero root is the equal sum of $x\to x$ and $y\to y$. This is the spin-lowering operator acting on the reference, so it is the $M_S=0$ partner of the ground state and must cost nothing. The other three roots are $^1E$ and $^1A_1$.

With a fourfold axis the densities rotate by $180^\circ$, which imposes no relation between $U-U'$ and $2K$. The second block then has roots $U_W-U'_W$ and $U_W-U'_W+2K_W$, and the two members of the former $^1E$ generally separate.

## Changing the reference

One might start instead from a determinant with $M_S=0$ and keep the spin-conserving channel. Take $W=v$ and excitations within the shell.

From $|x\uparrow y\downarrow|$, single excitations give $|y\uparrow y\downarrow|$ and $|x\uparrow x\downarrow|$. Relative to the reference energy $U'$, the roots are $U-U'\mp K$, that is, $K$ and $3K$. They are one component of $^1E$ and the $^1A_1$ state. The reference is an equal mixture of triplet and singlet and lies $K$ above the triplet, so both excitation energies are too small by $K$ if read as distances from $^3A_2$. The determinant $|y\uparrow x\downarrow|$ needs two excitations and is absent.

From $|x\uparrow x\downarrow|$, single excitations give the two determinants with one electron in each orbital. The roots are $U'\mp K-U$, that is, $-3K$ for the triplet and $-K$ for one $^1E$ component. This reference lies $3K$ above the triplet. It is an equal mixture of $^1A_1$ and the other $^1E$ component. Now $|y\uparrow y\downarrow|$ is absent, so neither of these two appears as a root.

Complex orbitals $e_\pm=(x\pm iy)/\sqrt2$ do better. The determinant $|e_+\uparrow e_+\downarrow|$ has energy $(U+U')/2=U'+K$, and the threefold axis forbids its coupling to $|e_-\uparrow e_-\downarrow|$, so it is a pure $^1E$ state, $2K$ above the triplet. Its single excitations $|e_-\uparrow e_+\downarrow|$ and $|e_+\uparrow e_-\downarrow|$ have the same energy $U'+K$. They are coupled through the densities $(D_1\mp iD_2)/2$, which gives $2K$. The roots are $-2K$ ($^3A_2$) and $+2K$ ($^1A_1$), so all three level energies follow, but from an excited reference, and the second $^1E$ component still needs two excitations.

To obtain all four $M_S=0$ states as roots, the space must contain all four determinants. Spin flip from the triplet provides it, as does direct diagonalization among the determinants. Adding two electrons of opposite spin to the emptied shell also works, since each can enter $x$ or $y$.

## A solvable case with a filled level below

Spanning the shell does not make the energies exact, because other configurations mix in. Consider four electrons on three equivalent sites, with hopping $t=1$ eV, on-site repulsion $U_0=2.5$ eV and intersite repulsion $V=1$ eV. These are round model parameters; eV is the natural unit here. The orbitals are

$$a=\frac{(1,1,1)}{\sqrt3},\quad x=\frac{(2,-1,-1)}{\sqrt6},\quad y=\frac{(0,1,-1)}{\sqrt2},$$

with one-electron energies $-2t,t,t$ and gap $g=3t=3$ eV. Put $u=U_0-V=1.5$ eV. The product $xy$ has values $0,-1/\sqrt{12},1/\sqrt{12}$ and zero sum, so $V$ drops out and $K=u(1/12+1/12)=u/6=0.25$ eV. The isolated shell would have $^1E$ at 0.50 eV and $^1A_1$ at 1.00 eV.

For the exact solution, describe the four electrons as two holes in six spin orbitals. Substituting $n_i=2-h_i$ in the repulsion leaves the same repulsion between holes plus constants, since the total hole number is fixed. Exchanging the order of the fermion operators reverses the sign of the hopping. Two holes thus repel by $V$ everywhere, plus $u$ when they share a site.

Triplet holes never share a site. Moving a hole from $e$ to $a$ costs $g$, so $^3E$ lies at $g$. For singlets, the contact energy follows from the pair amplitude $\phi_i$ for both holes on site $i$:

- $^1E$, holes in $e^2$: $\phi=(x^2-y^2)/\sqrt2=(2,-1,-1)/(3\sqrt2)$.
- $^1E$, holes in $a$ and $e$: $\phi=\sqrt2\,ax=(2,-1,-1)/3$.
- $^1A_1$, holes in $e^2$: $\phi=(x^2+y^2)/\sqrt2=\sqrt2(1,1,1)/3$.
- $^1A_1$, both holes in $a$: $\phi=a^2=(1,1,1)/3$.

Multiplying the scalar products of these vectors by $u$ and adding the one-electron costs gives, relative to $^3A_2$,

$$H_E=\begin{pmatrix}u/3&\sqrt2u/3\\\sqrt2u/3&g+2u/3\end{pmatrix},\qquad
H_{A_1}=\begin{pmatrix}2u/3&\sqrt2u/3\\\sqrt2u/3&2g+u/3\end{pmatrix}.$$

The lower roots are

$$E(^1E)=2.25-\sqrt{1.75^2+0.5}=0.3625\ \text{eV},$$
$$E(^1A_1)=3.75-\sqrt{2.75^2+0.5}=0.9105\ \text{eV}.$$

Diagonalization of the full many-electron Hamiltonian reproduces these levels, as the numerical output shows.

The spin-conserving BSE with $W=v$ has two roots, both at 3 eV. The spin-down gap is $g+V=4$ eV, because $a\downarrow$ loses the exchange energy $V+u/3$ and $e\downarrow$ only $u/3$. The $v$ term adds $u/3$ and the attraction subtracts $V+u/3$, leaving $g$. These roots and the reference exhaust the $M_S=1$ space of the model. Two singlet levels below 1 eV are absent from a calculation that is otherwise exact here.

## What spin flip still leaves out

Besides the shell flips, the model allows $a\uparrow\to e\downarrow$. Each resulting determinant is half singlet and half triplet, with mean energy $g+u/3$. Only its singlet half couples to $^1E$, which reduces the coupling from $\sqrt2u/3$ to $u/3$:

$$H_E^{\rm flip}=\begin{pmatrix}u/3&u/3\\u/3&g+u/3\end{pmatrix},\qquad
E=2-\sqrt{1.5^2+0.5^2}=0.419\ \text{eV}.$$

This lies 0.056 eV above the exact value. The root has $\langle S^2\rangle=0.026$ instead of zero, because the partner determinant that would complete the spin function needs a further excitation. The $^1A_1$ root stays at 1.00 eV, since its admixture, the configuration $e^4$, needs two excitations: the flip $a\uparrow\to e\downarrow$ and the spin-conserving $a\downarrow\to e\downarrow$.

For $g\gg u$, second-order perturbation theory gives an exact lowering of $2u^2/(9g)$ for $^1E$, of which spin flip recovers half, and $u^2/(9g)$ for $^1A_1$, of which it recovers none. At $g=24$ eV the exact levels are 0.48 and 0.99 eV, close to the isolated-shell values.

## Screening and a consistency check

In this model the random-phase approximation screens through $a\downarrow\to e\downarrow$. With the gap $g'=4$ eV, the static polarizability is $-2/(3g')$ for site potentials of zero mean and vanishes for a uniform potential. On the zero-mean potentials $v$ acts as $u$, so

$$u_W=\frac{u}{1+2u/(3g')}=\frac{1.5}{1.25}=1.2\ \text{eV},\qquad K_W=\frac{u_W}{6}=0.20\ \text{eV}.$$

The shell flips now give 0, 0.40, 0.40 and 0.80 eV. Compared with the exact levels, $^1E$ is 0.04 eV too high and $^1A_1$ is 0.11 eV too low. With the bare interaction they were too high by 0.14 and 0.09 eV. Screening thus improves one level and slightly worsens the other. The spin-conserving roots move to 3.1 eV and remain triplets.

If the orbital energies come from bare exchange while the kernel contains $W$, the shell roots become 0.10, 0.50, 0.50 and 0.90 eV. The splitting $\Delta$ enters every diagonal element equally, so all roots shift by $(U+K)-(U_W+K_W)=2.0-1.9=0.1$ eV. Among the shell flips, a triplet root away from zero reveals the mismatch. The test is not decisive once flips to empty orbitals above the shell are included. The root then leaves zero even with consistent exchange, because such flips couple to the lowered reference through off-diagonal, spin-dependent exchange elements. Spin-dependent orbitals in the Tamm-Dancoff approximation also move it. Within the shell space, energies measured from that root are unaffected.

**Recommendation.** The claim should be restricted to single excitations with the $M_S$ of the reference. Even these need not be pure multiplets once there are empty orbitals above the shell. Exciting an electron from $a$ to such an orbital leaves four open shells, and single excitations supply only two of the four determinants with $M_S=1$. The $\langle S^2\rangle$ of the spin-conserving roots should therefore be checked as well. Singlet levels of the $e^2$ shell should be computed in a space containing its four $M_S=0$ determinants, with the triplet root and $\langle S^2\rangle$ reported beside them. Mixing with configurations outside that space must be assessed separately.

## Values computed for the example and the checks

```
Inputs t, U0, V (eV): 1.0000 2.5000 1.0000
u = U0-V and one-electron gap g = 3t (eV): 1.5000 3.0000
Shell integrals U, U', K (eV): 1.7500 1.2500 0.2500
Exact triplets, M_S=0 (eV): 0.0000 3.0000 3.0000
Exact singlets (eV): 0.3625 0.3625 0.9105 4.1375 4.1375 6.5895
All M_S=1 energies (eV): 0.0000 3.0000 3.0000
S^2 values in M_S=1 space: 2.0000 2.0000 2.0000
Spin-conserving BSE, W=v (eV): 3.0000 3.0000
Largest singlet overlap below 1e-12: True
Shell spin-flip BSE, W=v (eV): 0.0000 0.5000 0.5000 1.0000
Full spin-flip BSE, W=v (eV): 0.0000 0.4189 0.4189 1.0000 3.5811 3.5811
S^2 of full spin-flip roots: 2.0000 0.0257 0.0257 0.0000 0.9743 0.9743
Lowest 1E, 1A1 weight outside shell: 0.0364 0.0158
Same weights outside full flip space: 0.0182 0.0158
Reference x-up y-down, energy above 3A2 (eV): 0.2500
  BSE roots from that reference (eV): 0.2500 0.7500
  S^2 of these roots: 0.0000 0.0000
Reference x-up x-down, energy above 3A2 (eV): 0.7500
  BSE roots from that reference (eV): -0.7500 -0.2500
  S^2 of these roots: 2.0000 0.0000
Hartree-Fock a-e gap, spin down (eV): 4.0000
Screened on-site, intersite W (eV): 2.3000 1.1000
u_W, K_W, spin splitting (eV): 1.2000 0.2000 1.9000
Shell spin-flip BSE, RPA W (eV): 0.0000 0.4000 0.4000 0.8000
Full spin-flip BSE, RPA W (eV): 0.0000 0.3476 0.3476 0.8000 3.4524 3.4524
Spin-conserving BSE, RPA W (eV): 3.1000 3.1000
Shell flips, bare energies with W kernel (eV): 0.1000 0.5000 0.5000 0.9000
Gap g; exact 1E, 1A1; full-flip 1E, 1A1 (eV):
  3.0000 0.3625 0.9105 0.4189 1.0000
  6.0000 0.4240 0.9567 0.4586 1.0000
  12.0000 0.4601 0.9787 0.4792 1.0000
  24.0000 0.4796 0.9895 0.4896 1.0000
Shell errors 1E, 1A1 at largest gap (eV): 0.0204 0.0105
```
